# Reflection amplitude of a linear composition gradient in the Born approximation

## Definitions and conventions

A planar transition joins medium A on the left to medium B on the right. Both are non-magnetic and isotropic, with relative permittivities $\varepsilon_A$ and $\varepsilon_B$. Medium A is taken as lossless. Light of vacuum wavelength $\lambda$ arrives from A, travelling towards positive $z$ at an angle $\theta$ from the interface normal. Fields vary in time as $e^{-i\omega t}$, so a wave travelling towards positive $z$ contains $e^{ik_z z}$. The wavenumbers are

$$k_0=\frac{2\pi}{\lambda},\qquad k_\parallel=k_0\sqrt{\varepsilon_A}\sin\theta,\qquad k_z=k_0\sqrt{\varepsilon_A}\cos\theta .$$

Reflection reverses the normal wavenumber from $k_z$ to $-k_z$. The magnitude of this change is the normal momentum transfer, in units of $\hbar$:

$$q=2k_z .$$

Let $f(z)$ be the local volume fraction of B. The permittivity is assumed to follow it linearly:

$$\varepsilon(z)=\varepsilon_A+Df(z),\qquad D=\varepsilon_B-\varepsilon_A .$$

This holds if each constituent keeps its own susceptibility on mixing and the total volume does not change. Local-field effects spoil the first condition when the permittivities differ strongly. For a linear gradient of full width $w$,

$$f(z)=\begin{cases}0,&z<-w/2\\ z/w+1/2,&|z|\le w/2\\ 1,&z>w/2.\end{cases}$$

The comparison interface is a sharp step at the midpoint $z=0$. Reflection amplitudes are referred to that plane. The result, to first order in $D$, is

$$r_w=r_0F,\qquad F=\frac{\sin(qw/2)}{qw/2},\qquad r_0=-\frac{k_0^2D}{q^2}$$

for s polarization, in which the electric field is parallel to the interface. The same factor $F$ holds for p polarization, with a different $r_0$. The reflectivity of a single interface is multiplied by $F^2$.

## From the wave equation to the gradient integral

Write the s-polarized field as $E(z)e^{ik_\parallel x}$. Maxwell's equations give $E''+(k_0^2\varepsilon-k_\parallel^2)E=0$. Since $k_0^2\varepsilon_A-k_\parallel^2=k_z^2$, separating the contrast gives

$$E''+k_z^2E=-k_0^2D f E .$$

The right side acts as a source in uniform medium A. The response to a unit source at $z'$, with waves leaving on both sides, is

$$G(z,z')=\frac{e^{ik_z|z-z'|}}{2ik_z}.$$

Away from $z'$ it solves the homogeneous equation. Its slope jumps by $1/2-(-1/2)=1$ at $z'$, as a unit source requires. The field therefore obeys

$$E(z)=e^{ik_zz}-k_0^2D\int G(z,z')f(z')E(z')\,dz'.$$

The Born approximation replaces $E(z')$ in the integral by the incident wave $e^{ik_zz'}$. To the left of the source, $|z-z'|=z'-z$, and the scattered field is $r\,e^{-ik_zz}$ with

$$r=-\frac{k_0^2D}{2ik_z}\int f(z)e^{2ik_zz}\,dz
=\frac{ik_0^2D}{q}\int f(z)e^{iqz}\,dz .$$

The last form uses $2k_z=q$ and $-1/i=i$.

Because $f=1$ throughout B, this integral oscillates at large $z$ without settling. Multiply $f$ by $e^{-\eta z}$ with $\eta>0$, which fades the contrast out over a long distance, and set $Q=q+i\eta$. Integration by parts gives

$$\int f e^{iQz}\,dz=\left[\frac{f e^{iQz}}{iQ}\right]_{-\infty}^{\infty}-\frac{1}{iQ}\int f'e^{iQz}\,dz .$$

The bracket vanishes on the left because $f=0$ there, and on the right because of the damping. Now let $\eta\to0$, after the first-order amplitude has been formed. With $i\times(-1/i)=-1$,

$$r=-\frac{k_0^2D}{q^2}\int f'(z)e^{iqz}\,dz. \tag{1}$$

Reflection thus comes from changes in permittivity. Each thin part of the gradient contributes in proportion to its permittivity step, with a phase $qz$ set by the extra path to that depth and back.

## Sharp and linear interfaces

For a sharp interface $f'=\delta(z)$, the integral in (1) is 1, and $r=r_0$. The Fresnel amplitude provides a comparison. With $k_A=k_z$ and $k_B$ the normal wavenumber in B, $k_B^2-k_A^2=k_0^2D$, so

$$r_{\rm Fresnel}=\frac{k_A-k_B}{k_A+k_B}
=\frac{k_A^2-k_B^2}{(k_A+k_B)^2}
=-\frac{k_0^2D}{(k_A+k_B)^2}. \tag{2}$$

For weak contrast $k_A+k_B\to q$, which recovers $r_0$ with its sign.

For the linear gradient, $f'=1/w$ inside the transition and zero outside. Hence

$$\int f'e^{iqz}dz=\frac1w\int_{-w/2}^{w/2}e^{iqz}dz
=\frac{e^{iqw/2}-e^{-iqw/2}}{iqw}
=\frac{2i\sin(qw/2)}{iqw}=F. \tag{3}$$

This proves the stated factor. It is the average of equal contributions whose phases are spread uniformly over a range $qw$.

If the midpoint lies at $z_0$, the substitution $z\to z+z_0$ gives an extra factor $e^{iqz_0}$. It does not alter the reflectivity of one interface, but it matters when several interfaces interfere.

## The other polarization

For p polarization the magnetic field $H$ is parallel to the interface and obeys

$$\left(\frac{H'}{\varepsilon}\right)'+\left(k_0^2-\frac{k_\parallel^2}{\varepsilon}\right)H=0.$$

To first order, $1/\varepsilon=1/\varepsilon_A-Df/\varepsilon_A^2$. Inserting this and multiplying by $\varepsilon_A$ gives

$$H''+k_z^2H=\frac{D}{\varepsilon_A}\left[(fH')'-k_\parallel^2fH\right].$$

Use the same Green function and put $H=e^{ik_zz}$ on the right. The derivative term is integrated by parts, with the damped $f$ removing the boundary terms:

$$\int e^{ik_zz}(f\,ik_ze^{ik_zz})'dz
=-\int(ik_z)^2f e^{2ik_zz}dz=k_z^2\int fe^{iqz}dz.$$

Since $k_z^2-k_\parallel^2=k_0^2\varepsilon_A\cos2\theta$, the amplitude is

$$r_p=\frac{D}{iq\varepsilon_A}(k_z^2-k_\parallel^2)\int fe^{iqz}dz
=-\cos(2\theta)\,r_s .$$

The minus sign belongs to the definition of $r_p$ as a ratio of magnetic fields. The profile integral is unchanged, so the ratio of graded to sharp amplitudes is again $F$. At $\theta=45^\circ$ the first-order amplitude vanishes and higher orders decide the ratio.

Direct integration of the full wave equations tested both polarizations at $\lambda=13.5$ nm, with $\varepsilon_A=1$, $D=0.001$, angles of $6^\circ$ and $30^\circ$, and widths of 1, 5 and 10 nm. Every amplitude ratio agreed with $F$ within 0.005 in absolute value.

## Narrow and wide gradients

Put $x=qw/2$. For a narrow gradient,

$$F=1-\frac{x^2}{6}+\frac{x^4}{120}-\cdots,\qquad
F^2\simeq1-\frac{q^2w^2}{12}.$$

The loss begins quadratically because contributions from opposite sides of the midpoint have opposite phases, which cancel to first order.

A Gaussian transition of rms width $\sigma$ has the amplitude factor $e^{-q^2\sigma^2/2}$, the Fourier transform of its normalized gradient. The linear profile has variance

$$\sigma^2=\frac1w\int_{-w/2}^{w/2}z^2dz=\frac{w^2}{12}.$$

With this $\sigma$, the Gaussian factor is $e^{-x^2/6}=1-x^2/6+x^4/72-\cdots$. The two profiles agree through second order and first differ by $x^4/72-x^4/120=x^4/180$. The full width $w$ must therefore not be entered where a formula expects an rms width; the conversion is $\sigma=w/\sqrt{12}$.

For a wide gradient, $|F|\le2/(qw)$. Equation (3) shows the origin of the oscillation: the two exponentials come from the ends of the ramp, where its slope changes abruptly. They cancel at $qw=2\pi m$, with $m=1,2,\ldots$. The sign of $F$ reverses across each zero and must be kept when amplitudes are added. A Gaussian has no such zeros, so the agreement between the profiles is limited to small $x$.

## Finite contrast

The first-order result requires $|r_0|\ll1$ and a small phase error $|k_A-k_B|w$ across the gradient. Grazing incidence violates the first condition, since $q\to0$ makes $r_0$ grow without bound. For p polarization the angle must also stay away from $45^\circ$, where the first-order amplitude vanishes.

The leading finite-contrast correction to the reflectivity ratio follows from a symmetry. Let both media be lossless with real $k_A$ and $k_B$, and normalize wave amplitudes to unit energy flux. Energy conservation makes the scattering matrix

$$S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}$$

unitary, where primes denote incidence from B. Its first column gives $|r|^2+|t|^2=1$, and its second row gives $|t|^2+|r'|^2=1$. Hence $|r|=|r'|$.

For s polarization at fixed $k_\parallel$, the squared normal wavenumber varies linearly from $k_A^2$ to $k_B^2$. Viewed from B, the profile is again linear, with $k_A$ and $k_B$ exchanged. The ratio $|r_w/r_{\rm Fresnel}|^2$ is therefore an even function of $k_A-k_B$ at fixed mean $(k_A+k_B)/2$. It has no linear term in the difference, so

$$\left|\frac{r_w}{r_{\rm Fresnel}}\right|^2=
\left[\frac{\sin(\bar qw/2)}{\bar qw/2}\right]^2+O\!\left((k_A-k_B)^2\right),\qquad \bar q=k_A+k_B. \tag{4}$$

The numerical test used normal incidence, $\lambda=13.5$ nm, $w=3$ nm, $\varepsilon_A=1$, and $D=-0.08$ and $-0.04$. Halving the contrast reduced the error of $F^2$ by a factor between 1.7 and 2.4 when $q$ was used, and between 3.4 and 4.7 when $\bar q$ was used. These are the linear and quadratic behaviours expected.

For one weakly absorbing interface, a practical estimate is the Fresnel amplitude multiplied by $F$ evaluated with the real part of $\bar q$. Equation (4) justifies its magnitude for s polarization in the lossless case; absorption and the correction to the phase need separate attention.

## Worked interface at 13.5 nm

The example is a silicon/molybdenum interface with a 1.00 nm gradient, at $\lambda=13.5$ nm (91.84 eV) and $6^\circ$ from the normal. Rough typical indices are $0.999+0.002i$ for silicon and $0.920+0.006i$ for molybdenum. Silicon is close enough to vacuum that its index and absorption are neglected in $q$:

$$q=\frac{4\pi\cos6^\circ}{13.5\ {\rm nm}}=0.9257\ {\rm nm^{-1}},\qquad
x=\frac{0.9257\times1.00}{2}=0.4629 .$$

Therefore

$$F=\frac{\sin0.4629}{0.4629}=0.9647,\qquad F^2=0.9306 .$$

To first order, the gradient removes about 3.5% of the amplitude and 6.9% of the reflectivity of this single interface, relative to the sharp case. The Gaussian with the same rms width, 0.2887 nm, gives 0.9649. In the same first-order approximation, a 10% reflectivity loss is reached at $w=1.21$ nm.

The permittivities are the squares of the indices, and their difference has magnitude $|D|=0.1518$. With $k_0^2/q^2=0.2528$, the sharp Born amplitude is $0.2528\times0.1518\simeq0.0384$. The gradient reduces it to $0.03837\times0.9647=0.0370$.

The Fresnel amplitude is 0.0417, so the Born value is 8% below it. Equation (2) accounts for this: the real part of $\bar q$ is $0.8878\ {\rm nm^{-1}}$, and $(0.9257/0.8878)^2=1.087$. For the widths in the following table, the ratio $F$ is less affected than $r_0$, as integration of the full wave equation with absorption shows:

| $w$ (nm) | $F$ | Full amplitude ratio |
|---:|---:|---:|
| 0.5 | 0.991 | 0.992 |
| 1.0 | 0.965 | 0.968 |
| 2.0 | 0.863 | 0.874 |
| 3.0 | 0.708 | 0.730 |

At 1 nm, using $\bar q$ gives 0.9675, equal to the full result to the digits printed. At 3 nm the simple factor is 3% below the full ratio. At the first Born zero, $w=2\pi/q=6.79$ nm, the full ratio is 0.057 instead of zero. Part of this comes from a displaced zero: the full ratio has its minimum near $2\pi/{\rm Re}\,\bar q=7.08$ nm, and even there it is about 0.036. A gradient given either width in order to suppress reflection therefore retains a small amplitude at this contrast.

## Changes in the profile

Equation (1) also gives the factor for profiles that are not linear. In this section $f$ denotes the normalized permittivity change $(\varepsilon-\varepsilon_A)/D$, which need no longer equal the volume fraction of B. Suppose a compound forms a plateau of width $w$ whose permittivity lies midway between those of A and B. There are then two half steps:

$$f'=\tfrac12\left[\delta(z+w/2)+\delta(z-w/2)\right],\qquad
\int f'e^{iqz}dz=\cos(qw/2).$$

For $w=1$ nm this is 0.895, compared with 0.965 for the ramp. The corresponding reflectivity factors are 0.80 and 0.93. Here the full width is held fixed, but the rms width is not: the plateau places all its permittivity change at the edges, so its rms width is $w/2$ instead of $w/\sqrt{12}$. A narrower plateau, of width $1/\sqrt3=0.577$ nm, has the same rms width as the 1 nm ramp. Its factor is $\cos(0.4629/\sqrt3)=0.9645$, almost the same as the 0.9647 of the ramp. At such small $x$, the rms width matters far more than the shape of these symmetric profiles.

Contraction on mixing can instead bend a smooth profile. Let

$$f=u+bu(1-u),\qquad u=z/w+1/2,$$

with real $b$. Setting $v=z/w$ gives $f'=(1-2bv)/w$, and

$$\int f'e^{iqz}dz=F-2ib\int_{-1/2}^{1/2}v\sin(2xv)\,dv
=F-ib\,\frac{\sin x-x\cos x}{x^2}.$$

The last integral was done by parts:

$$\int_{-1/2}^{1/2}v\sin(2xv)dv=-\frac{\cos x}{2x}+\frac{\sin x}{2x^2}.$$

For an illustrative bow $b=0.5$ at $w=1$ nm, the magnitude is 0.968. The bow mainly changes the phase. At small $q$ its effect is a displacement of the mean interface position by $-bw/6$, or 0.08 nm towards A here.

## From one interface to a mirror

A molybdenum layer of thickness $t$ has two interfaces with opposite permittivity steps. If their gradient factors are $F_1$ and $F_2$, the Born amplitude is $r_0(F_1-F_2e^{iqt})$, apart from a common phase. Squaring its magnitude gives

$$|r_{\rm bilayer}|^2=|r_0|^2\left[(F_1-F_2)^2+4F_1F_2\sin^2(qt/2)\right].$$

The cosine from the square was replaced by $1-2\sin^2(qt/2)$. For equal widths this becomes $|r_{\rm bilayer}|=2|r_0F\sin(qt/2)|$, so $F$ remains a common factor. The thickness $t$ is measured between the midpoints of the gradients. To first order the result also holds for overlapping gradients, provided their permittivity changes add.

In the example, molybdenum fills 0.40 of a 6.96 nm period, so $t=2.78$ nm. The sharp-bilayer Born amplitude is 0.0737; the layer-matrix result, with vacuum in front and silicon behind, is 0.0753. If 40 graded bilayers added fully in phase, the sum would be

$$40\times0.0737\times0.9647=2.84 .$$

An amplitude above 1 is impossible for this passive mirror. The Born sum has failed, although each interface is weak, because the incident wave is depleted and light is reflected repeatedly.

A simple coupled-wave model shows what happens to the factor. Let $A$ and $B$ be the forward and backward amplitudes after $n$ bilayers, with phases chosen so that the coupling $g$ is real at the peak. This neglects the effect on $g$ of the different absorption in the two materials. Let $a$ be the amplitude absorption per bilayer:

$$\frac{dA}{dn}=-aA-gB,\qquad \frac{dB}{dn}=aB-gA.$$

For $a=0$ these equations conserve the net flux $A^2-B^2$. The local reflection amplitude $\rho=B/A$ obeys

$$\frac{d\rho}{dn}=\frac{B'}{A}-\rho\frac{A'}{A}=g\rho^2+2a\rho-g.$$

For a small number $N$ of bilayers with nothing reflected from behind, $\rho\simeq gN$ at the front, and the reflectivity follows $g^2$, hence $F^2$. In a very thick mirror $\rho$ no longer depends on $n$. Setting the derivative to zero gives

$$\rho=\sqrt{1+(a/g)^2}-a/g .$$

Its reflectivity depends on the ratio of absorption to coupling and responds weakly to $g$ when that ratio is small.

Layer matrices for 40 bilayers on silicon give peak reflectivities of 0.746 with sharp interfaces and 0.737 with 1 nm gradients. Wavelength, angle, indices and molybdenum fraction were held fixed while the period was scanned; both peaks lie at 6.96 nm. The peak ratio is 0.988, far closer to 1 than $F^2=0.931$. The third digits depend on the rough indices: with $0.9990+0.0018i$ for silicon and $0.9238+0.0064i$ for molybdenum the peaks fall to about 0.733 and 0.723, a loss of 1.4%. For a single bilayer the ratio is 0.935, close to $F^2$.

The coupled-wave model accounts for most of this difference. Forty bilayers come close to the thick-mirror limit without quite reaching it. Matching the thick-mirror formula to 0.7458 therefore gives an effective ratio, $a/g=0.147$, which is fitted and not computed from the indices. Reducing $g$ by 0.9647 at fixed $a$ raises this to 0.153 and lowers the reflectivity to 0.738, a relative loss of 1.1%. The layer-matrix loss is 1.2%.

These parameters lie in the regime of molybdenum/silicon mirrors for extreme-ultraviolet lithography, which have periods near 7 nm and interlayers of very roughly 1 nm. Good real mirrors reflect roughly 0.7 at the peak, somewhat below the graded model. Their two interfaces generally have different widths, and silicides form, so the assumption of linear mixing is not strictly met. For one 1 nm interface, replacing the ramp by the midway plateau moves the first-order reflectivity factor from 0.93 to 0.80; the bow considered above changes it much less. The mirror calculation also leaves out lateral roughness, capping layers, oxidation and thickness errors.

## Implementation

Set $F=1$ at $x=0$; elsewhere $\sin x/x$ can be evaluated directly. If a library defines ${\rm sinc}(s)=\sin(\pi s)/(\pi s)$, its argument is $s=qw/(2\pi)$. Apply $F$ once to each interface amplitude, retain its sign, and square after summing the amplitudes. For a thick mirror, divide each gradient into thin uniform slices and multiply their layer matrices; the mirror values above used 16 slices per gradient. Multiplying the peak reflectivity of a thick mirror by $F^2$ would overstate the loss in this example by more than a factor of five: 6.9% instead of 1.2%. The numerical output below lists the main computed values, many of them with more digits.

## Computed results

```
wavelength: 13.5 nm
photon energy: 91.84 eV
angle from normal: 6.0 degrees
silicon index, rough: 0.999 + 0.002i
molybdenum index, rough: 0.920 + 0.006i
momentum transfer q: 0.9257 1/nm
gradient width w: 1.00 nm
half phase spread qw/2: 0.4629 rad
amplitude factor F: 0.9647
reflectivity factor F^2: 0.9306
same-variance rms width: 0.2887 nm
Gaussian amplitude factor: 0.9649
width for F^2 = 0.9: 1.208 nm
sharp amplitude, Born: 0.03837
sharp amplitude, Fresnel: 0.04171
graded amplitude, Born: 0.03701
w = 0.5 nm: F = 0.9911, full wave = 0.9918
w = 1.0 nm: F = 0.9647, full wave = 0.9675
w = 2.0 nm: F = 0.8632, full wave = 0.8740
w = 3.0 nm: F = 0.7082, full wave = 0.7302
mean-wavenumber q: 0.8878 1/nm
F with mean q, w = 1 nm: 0.9675
first Born zero at w: 6.787 nm
full amplitude ratio at that zero: 0.0565
compound plateau factor: 0.8948
mixing bow b: 0.50
bowed-profile factor magnitude: 0.9676
molybdenum fraction of period: 0.40
number of bilayers: 40
best period, sharp mirror: 6.96 nm
best period, graded mirror: 6.96 nm
one sharp bilayer amplitude, Born: 0.0737
one sharp bilayer amplitude, full: 0.0753
one-bilayer reflectivity ratio: 0.9348
Born amplitude sum, graded mirror: 2.844
peak reflectivity, sharp mirror: 0.7458
peak reflectivity, graded mirror: 0.7365
peak reflectivity ratio: 0.9876
```
